# Why outward cation relaxation raises an ionized oxygen vacancy's s-derived level

**Question.** In an oxide semiconductor whose conduction states come from metal s orbitals, an oxygen vacancy has a level built from the s orbitals of the neighbouring cations. When the vacancy has lost its two electrons, the cations move outward and this level rises. Why does it rise, why do the cations move outward at all, and how large is the effect?

## What is being compared

Removing electrons changes two things: the repulsion among the defect electrons and, later, the positions of the nuclei. The question concerns the second. The charge is held at 2+, and the level is compared between the geometry inherited from the neutral vacancy and the relaxed geometry of the ionized one.

The level of an empty vacancy needs a definition, since no electron sits in it. Here it is the energy of the first electron captured while the nuclei stand still. Any energy stored in the lattice is the same before and after such a capture and cancels. No repulsion between defect electrons enters either, because only one is present.

## The mechanism

Take a vacancy surrounded by four cations, as in ZnO or In\(_2\)O\(_3\); in SnO\(_2\) there are three. Each points one s-derived orbital into the empty space, and the four orbitals overlap there. An electron spread over them with equal signs gains energy from every pair of cations, so the vacancy level is a bonding level, held below the energy of a single orbital by the coupling between cations. Pulling the cations apart reduces the coupling, and the level moves up towards the single-orbital energy. This is the bonding part of the rise, and the model below describes only this part. In an ionic oxide the single-orbital energy can itself rise for electrostatic reasons, by an amount that may be as large or larger.

The same bond contributes to the motion. Two electrons in a bonding level pull the cations together. Ionization removes this pull, and the cations settle farther out. The bonding orbital is then empty, but the energy it offers to a returning electron has become less favourable.

## From the mechanism to a formula

**The cluster.** Let the four orbitals be orthogonalized symmetrically (Löwdin orbitals), with on-site energy \(\varepsilon\) and matrix element \(-t\) between any two, \(t>0\). The minus sign expresses that s orbitals combined with equal signs bond. For a regular tetrahedron

\[
H=(\varepsilon+t)\,I-t\,J ,
\]

where \(I\) is the unit matrix and every element of \(J\) is 1. On the diagonal this gives \(\varepsilon+t-t=\varepsilon\), and off it \(-t\), as required. Acting on \((1,1,1,1)\), \(J\) gives 4; acting on any vector whose components sum to zero, it gives 0. Hence

\[
E_a=\varepsilon-3t,\qquad E_t=\varepsilon+t\ \text{(threefold)} .
\]

The first is the vacancy level: each orbital is lowered by its three neighbours.

**The breathing coordinate.** Let each cation lie at distance \(R=R_0+u\) from the vacancy centre, with \(u>0\) outward and \(u=0\) at the bulk site. Two directions from the centre of a tetrahedron to its corners have cosine \(-1/3\), so the intercation distance obeys

\[
d^2=2R^2\left(1+\tfrac13\right),\qquad d=\sqrt{8/3}\,R .
\]

Over the small range needed, take \(t=t_0\,e^{-(d-d_0)/\lambda}\), with \(d_0\) the distance at \(u=0\). Since \(d-d_0=\sqrt{8/3}\,u\),

\[
t(u)=t_0e^{-\kappa u},\qquad \kappa=\frac{\sqrt{8/3}}{\lambda},\qquad \frac{dt}{du}=-\kappa t .
\]

With \(\varepsilon\) fixed relative to the bulk bands,

\[
\frac{dE_a}{du}=3\kappa t>0,\qquad \frac{dE_t}{du}=-\kappa t<0 .
\]

**Telling bonding from an on-site shift.** If \(\varepsilon\) also depended on \(u\), through electrostatics or through the overlap absorbed in the orthogonalization, the level would change by

\[
\Delta E_a=\Delta\varepsilon-3\,\Delta t .
\]

The two parts can be separated, because an on-site shift moves all four levels together while a loss of bonding draws them towards each other. Solving the two level formulas for the parameters gives

\[
\varepsilon=\frac{E_a+3E_t}{4},\qquad t=\frac{E_t-E_a}{4} .
\]

The barycentre measures the on-site energy and the splitting measures the bond. The attribution to bonding is therefore a checkable claim: the splitting must shrink, and the barycentre must move by much less than \(3|\Delta t|\). If it fell by that amount, the rise would be cancelled; if it rose by that amount, half of the rise would have another cause.

The second case is a real possibility in an ionic oxide. An electron on one cation is attracted by the other cations and by the positive charge of the empty vacancy, and both attractions weaken as the cations move outward. The charge of the vacancy alone gives an idea of the size. Two elementary charges at a distance of 2 Å change the energy of an electron by \(2\times14.4/2^2\approx7\) eV per ångström without screening. If electronic screening reduces this fourfold, nearly 2 eV/Å remains, comparable with the bonding slope found below. For divalent cations 3.2 Å apart, the retreat of the other three adds about as much again, \(3\times2\times14.4/3.2^2\times\tfrac12\sqrt{8/3}\approx7\) eV/Å unscreened, so the screened total of about 3.6 eV/Å exceeds the bonding slope. Holding \(\varepsilon\) fixed leaves this contribution out, so the results that follow give the part of the rise due to bonding, not the whole rise in an ionic oxide.

## Does it survive in an amorphous oxide?

In an amorphous film the four distances, angles and on-site energies \(\varepsilon_i\) differ. Let cation \(i\) lie at \(R_i\mathbf n_i\), with \(\mathbf n_i\) a unit vector, and let \(t_{ij}>0\) decay with the pair distance \(r_{ij}\) as before.

The lowest eigenvector \(c\) can be chosen with all components positive. Its energy is

\[
E=\sum_i\varepsilon_ic_i^2-2\sum_{i<j}t_{ij}c_ic_j .
\]

Replacing each \(c_i\) by \(|c_i|\) cannot raise this, and it lowers it if two nonzero components have opposite signs. A ground state therefore has no mixed signs. Nor can a component vanish: if \(c_i=0\), row \(i\) of the eigenvalue equation reads \(-\sum_{j\ne i}t_{ij}c_j=0\), which is impossible when the other components share one sign and are not all zero.

Now displace every cation outward by the same small \(u\), with the \(\varepsilon_i\) fixed. For a normalized eigenvector the first-order energy change comes from the change of \(H\) alone (the Hellmann–Feynman theorem):

\[
\frac{dE}{du}=-2\sum_{i<j}c_ic_j\frac{dt_{ij}}{du}
=\frac{2}{\lambda}\sum_{i<j}c_ic_jt_{ij}\frac{dr_{ij}}{du} .
\]

With \(\theta_{ij}\) the angle between \(\mathbf n_i\) and \(\mathbf n_j\), the distance changes at the rate

\[
\frac{dr_{ij}}{du}=\frac{(R_i\mathbf n_i-R_j\mathbf n_j)\cdot(\mathbf n_i-\mathbf n_j)}{r_{ij}}
=\frac{(R_i+R_j)(1-\cos\theta_{ij})}{r_{ij}}>0 .
\]

Every factor in the sum is positive, so the level rises in any such cluster. For the regular one, \(c_ic_j=1/4\), there are six pairs, and \(dr_{ij}/du=\sqrt{8/3}\); the sum returns \(3\kappa t\).

Disorder changes the size of the effect. If one cation has an on-site energy far below the others, by \(\Delta_j\gg t_{1j}\), then to leading order \(c_1\approx1\) and \(c_j\approx t_{1j}/\Delta_j\). The pairs containing cation 1 contribute terms proportional to \(t_{1j}^2/\Delta_j\), so the rise becomes weak: an electron confined to one cation has little bonding to lose.

## Why ionization sends the cations outward

Let \(n\) be the number of defect electrons and \(E_{\mathrm{el},n}\) their energy, with \(\varepsilon=0\) from here on. All other forces are represented by a spring of constant \(k\) on each cation, with rest displacement \(s\):

\[
E_n(u)=E_{\mathrm{el},n}(t(u))+4\cdot\tfrac12k(u-s)^2 .
\]

The missing oxygen no longer attracts the cations, which is the reason for choosing \(s>0\). Because \(s\) and \(\varepsilon\) are the same in every charge state, the model assigns the whole difference between the geometries to the bond. In an ionic oxide the defect electrons also hold the cations in electrostatically, with a force \(n\,d\varepsilon/du\) that by the estimate above is of the same order as the bond pull; that part is left out. Define the bond pull \(B_n=-dE_{\mathrm{el},n}/dt\), a pure number. Setting the derivative to zero, with \(dt/du=-\kappa t\),

\[
0=B_n\kappa t+4k(u_n-s)
\quad\Longrightarrow\quad
s-u_n=\frac{B_n\kappa\,t(u_n)}{4k} .
\]

For the empty vacancy \(B_0=0\) and \(u_0=s\). For one electron \(E_{\mathrm{el},1}=-3t\) and \(B_1=3\). Without repulsion, two electrons would give \(B_2=6\). Repulsion keeps electrons apart and disturbs the bond, so it must be asked whether the inward pull survives.

**Two repelling electrons.** Let two electrons on the same cation cost \(U\). Write \(|ij\rangle\) for the spin-up electron on site \(i\) and the spin-down electron on site \(j\). These 16 states include the zero-spin-projection member of every singlet and triplet, so the lowest energy is among them. Each hop has matrix element \(-t\), and hops connect all 16 states. The sign argument used above then makes the ground state positive everywhere. It is also unique, since two everywhere-positive vectors cannot be orthogonal, and it must therefore be unchanged by any permutation of the four sites. Only two combinations have that property:

\[
|D\rangle=\tfrac12\sum_i|ii\rangle,\qquad
|P\rangle=\tfrac1{\sqrt{12}}\sum_{i\ne j}|ij\rangle .
\]

From \(|ij\rangle\) with \(i\neq j\), each electron can hop to two sites that leave the pair separated, four hops in all, so \(\langle P|H|P\rangle=-4t\). From each of the four states \(|ii\rangle\) there are six hops, all into separated states, so

\[
\langle P|H|D\rangle=-\frac{4\cdot6\,t}{2\sqrt{12}}=-2\sqrt3\,t .
\]

With \(\langle D|H|D\rangle=U\), the lower eigenvalue of the \(2\times2\) matrix is

\[
E_{\mathrm{el},2}=\frac{U-4t}{2}-S,\qquad
S=\sqrt{\left(\frac{U+4t}{2}\right)^2+12t^2} .
\]

At \(U=0\), \(S=4t\) and the energy is \(-6t\), twice the one-electron energy. Since \(S^2=U^2/4+2Ut+16t^2\), we have \(dS/dt=(U+16t)/S\), and

\[
B_2=2+\frac{U+16t}{S}=2+\frac{x+16}{\sqrt{x^2/4+2x+16}},\qquad x=\frac Ut .
\]

The derivative of the fraction with respect to \(x\) has the sign of

\[
\left(\tfrac{x^2}{4}+2x+16\right)-(x+16)\left(\tfrac x4+1\right)=-3x .
\]

Thus \(B_2\) falls steadily from 6 at \(U=0\) towards 4 as \(U\to\infty\). On-site repulsion weakens the inward pull but does not remove it. Consequently \(u_2<u_0=s\), whatever the value of \(s\), as long as the neutral vacancy has a local minimum.

That proviso matters. At \(U=0\) the minimum requires positive curvature, \(4k>6\kappa^2t\). Far inward the exponential outgrows the spring energy and the model collapses, because it contains no short-range repulsion between cations. It is to be used near the local minimum.

## The size of the rise

Combining the pieces, relaxation of the 2+ vacancy raises its level by

\[
\Delta E=3\,[t(u_2)-t(u_0)]=3\,t(u_2)\left[1-e^{-\kappa(u_0-u_2)}\right] .
\]

For small displacements the bracket is \(\kappa(u_0-u_2)\), and force balance gives

\[
\Delta E\approx\frac{3B_2\kappa^2t(u_2)^2}{4k} .
\]

One factor of \(t\) comes from the force that held the cations in, the other from the sensitivity of the level. A stiff lattice, or a coupling that varies slowly with distance, suppresses the rise.

## Numbers

Take round model parameters that stand for no particular material: \(d_0=3.2\) Å, \(t_0=0.5\) eV, \(\lambda=1\) Å, \(k=6\) eV/Å\(^2\), \(s=0.2\) Å and \(U=1\) eV. Then \(\kappa=1.633\) Å\(^{-1}\).

**Geometry.** For the neutral vacancy \(u_2=-0.0025\) Å, practically the bulk position, with \(t=0.502\) eV and \(B_2=5.93\). The balance can be checked by hand:

\[
s-u_2=\frac{5.93\times1.633\times0.502}{4\times6}\ \text{Å}=0.203\ \text{Å} .
\]

Direct minimization of the total energy, with the electrons treated by diagonalization, gives the same positions. The cations move to 0.115 Å after the loss of one electron and to 0.200 Å after the loss of both. The intercation distance grows from 3.20 to 3.53 Å, and \(t\) falls to 0.361 eV.

**Level.** At fixed charge 2+ the symmetric level moves from \(-1.51\) to \(-1.08\) eV:

\[
\Delta E=3\,(0.502-0.361)\ \text{eV}=0.42\ \text{eV} .
\]

The triplet falls from 0.50 to 0.36 eV, the opposite motion expected of a weakened bond. The small-displacement formula gives \(2.46\times0.2025=0.50\) eV, too large by about 17% of the full result, because the slope drops from 2.46 to 1.77 eV/Å along the way.

An on-site energy falling by 2.1 eV per ångström of outward motion, on average, would cancel the rise. This figure holds for the two geometries above, kept fixed. An \(\varepsilon\) that varies with \(u\) would also exert a force on the cations of the neutral vacancy and so shift \(u_2\).

**Disorder.** In 200 clusters with randomly altered directions, radii (up to 10%) and on-site energies (up to 0.5 eV either way), the slope of the lowest level at the starting geometry was positive in each. It ranged from 1.8 to 3.1 eV/Å and agreed with the Hellmann–Feynman sum.

## Is the ionized level then higher than the neutral one?

Not necessarily. An electron leaving the neutral vacancy at frozen nuclei comes from the level \(E_{\mathrm{el},2}-E_{\mathrm{el},1}\), which contains repulsion. Subtracting this from the empty level at the same geometry gives the change due to ionization alone:

\[
-3t-(E_{\mathrm{el},2}+3t)=-(E_{\mathrm{el},2}+6t)\le0 .
\]

It vanishes at \(U=0\) and tends to \(-2t\) for large \(U\), where \(E_{\mathrm{el},2}\to-4t\). In the example the neutral removal level is \(-1.30\) eV. Ionization lowers it by 0.21 eV to \(-1.51\) eV, and relaxation then raises it by 0.42 eV to \(-1.08\) eV. The net change is \(+0.22\) eV.

With the other parameters unchanged, the net change vanishes at \(U=2.4\) eV and is negative above that. Repulsion between electrons on different cations, omitted here, would add to the lowering; at \(U=1\) eV about 0.3 eV of it is enough to make the net change negative. The rise on relaxation is thus a statement about geometry at fixed charge; a higher level than in the neutral vacancy requires that relaxation outweigh the lost repulsion.

**Relation to the conduction band.** A band edge \(E_c\) between \(-1.51\) and \(-1.08\) eV would be crossed by the level during relaxation. Whether the neutral vacancy is then stable is a question of total energies. Its electronic energy is \(-1.297-1.506=-2.803\) eV, and its spring energy is 0.49 eV, the same amount that the 2+ vacancy releases on relaxing. The total is \(-2.31\) eV. The relaxed 2+ vacancy with two electrons at the band edge has energy \(2E_c\). The neutral state is therefore lower when \(E_c>-1.16\) eV. The relaxed 1+ vacancy has energy \(-1.242+0.086=-1.156\) eV; with one electron at the band edge it is the lowest state only in a window about 2 meV wide at this same threshold, so it does not change the picture for these parameters.

For an edge between \(-1.16\) and \(-1.08\) eV, the neutral vacancy is the lower of these two states, yet the relaxed ionized vacancy has its level inside the band. An electron captured there at frozen nuclei would not yet be bound; the cations must first move inward. These figures locate the bare cluster level. Once it overlaps the band it mixes with band states and becomes a resonance, which the four-site model does not describe.

## Is the falling coupling merely assumed?

The exponential law for \(t\) was put in by hand. A single electron in three-dimensional space, bound by four zero-range wells at the cation sites, provides a check without it. Outside the wells a bound state of energy \(E=-\hbar^2q^2/2m\) has the form

\[
\psi=\sum_ic_i\frac{e^{-qr_i}}{r_i},
\]

where \(r_i\) is the distance from site \(i\). Near that site

\[
\psi=\frac{c_i}{r_i}-qc_i+\sum_{j\ne i}c_j\frac{e^{-qr_{ij}}}{r_{ij}}+\dots
\]

A zero-range well is defined by requiring \(\psi\propto1/r_i-\alpha\) there; alone, it binds with \(q=\alpha\). Equating the constant term to \(-\alpha c_i\) gives

\[
(q-\alpha)c_i=\sum_{j\ne i}c_j\frac{e^{-qr_{ij}}}{r_{ij}} .
\]

For the regular tetrahedron the symmetric state obeys \(q-\alpha-3e^{-qd}/d=0\). The left side increases with \(q\) and with \(d\), so \(q\) must fall as \(d\) grows, and the level rises. The triplet obeys \(q-\alpha+e^{-qd}/d=0\). This left side increases with \(q\), since its derivative is \(1-e^{-qd}\), but decreases with \(d\), so \(q\) grows and the triplet falls. The triplet is bound only if \(\alpha d>1\). For zero-range wells, then, the fingerprint appears without an assumed coupling law.

For wells that each bind by 3 eV alone, at the same two geometries, the symmetric level rises from \(-3.329\) to \(-3.228\) eV, by 0.101 eV. The splitting accounts for \(+0.108\) eV and the barycentre for \(-0.007\) eV. An on-site shift is thus present, but it is small and opposes the rise. Zero-range wells have no long-range electrostatic field, and no well reaches its neighbours, so this does not settle the size or sign of the on-site shift in an ionic oxide. Wells wide enough to overlap lower each other's on-site energy; the barycentre then rises as they separate, and the triplet need not fall. The coupling extracted from the splitting falls from 0.115 to 0.079 eV, which corresponds to a decay length of 0.88 Å over this interval. This length is set by the chosen binding (1.3 Å for 1 eV, 0.66 Å for 6 eV), so its closeness to the 1 Å assumed above shows only that the order of magnitude is reasonable. The rise is smaller than in the first example chiefly because the coupling itself is smaller, so the wells support the mechanism and its sign, not the value 0.42 eV.

That value belongs to the chosen parameters. For a real oxide, \(t\), \(\varepsilon\) and their dependence on \(u\) would have to be extracted from an electronic-structure calculation. If the triplet is dissolved in the conduction band, the splitting cannot be read from the spectrum, and the matrix elements between localized cation orbitals are needed instead. The full set of computed values is in the numerical output below.

## Numbers as computed

```
intercation distance at bulk sites d0: 3.20 angstrom
vacancy-cation distance at bulk sites R0: 1.9596 angstrom
coupling at bulk sites t0: 0.50 eV
decay length of coupling: 1.00 angstrom
kappa: 1.6330 1/angstrom
spring constant per cation k: 6.00 eV/angstrom^2
rest displacement s: 0.20 angstrom
on-site repulsion U: 1.00 eV
displacement, two electrons (neutral): -0.0025 angstrom
displacement, one electron (1+): 0.1155 angstrom
displacement, no electron (2+): 0.2000 angstrom
outward move on double ionization: 0.2025 angstrom
intercation distance, neutral geometry: 3.1959 angstrom
intercation distance, 2+ geometry: 3.5266 angstrom
bond pull B2 in neutral vacancy: 5.9284 (no unit)
coupling t, neutral geometry: 0.5021 eV
coupling t, 2+ geometry: 0.3607 eV
2+ symmetric level before relaxation: -1.5062 eV
2+ symmetric level after relaxation: -1.0821 eV
rise of symmetric level on relaxation: 0.4241 eV
2+ triplet level before relaxation: 0.5021 eV
2+ triplet level after relaxation: 0.3607 eV
level slope, neutral geometry: 2.4596 eV/angstrom
level slope, 2+ geometry: 1.7670 eV/angstrom
elastic energy released by 2+ relaxation: 0.4922 eV
mean on-site slope cancelling the rise: -2.0942 eV/angstrom
neutral vacancy electron-removal level: -1.2973 eV
level change by ionization, frozen nuclei: -0.2089 eV
net level change, neutral to relaxed 2+: 0.2153 eV
U at which net change vanishes: 2.3950 eV
disordered clusters tested: 200
smallest level slope among them: 1.8472 eV/angstrom
largest level slope among them: 3.0590 eV/angstrom
zero-range wells: binding of one alone: 3.00 eV
wells: symmetric level, neutral geometry: -3.3286 eV
wells: symmetric level, 2+ geometry: -3.2281 eV
wells: triplet level, neutral geometry: -2.8693 eV
wells: triplet level, 2+ geometry: -2.9128 eV
wells: rise of symmetric level: 0.1006 eV
wells: bonding part of rise: 0.1080 eV
wells: on-site part of rise: -0.0075 eV
wells: coupling, neutral geometry: 0.1148 eV
wells: coupling, 2+ geometry: 0.0788 eV
wells: decay length found: 0.8787 angstrom
```
